Why hafnium columns hide oxygen in high-angle dark-field images

Anyone who simulates a high-angle annular dark-field (HAADF) image of a hafnia memory capacitor must decide early whether the oxygen atoms may be left out. Without them the calculation is shorter, but in ferroelectric hafnia the polarization is tied to where oxygen sits relative to hafnium. A quick argument for leaving them out says that intensity grows as the atomic number Z to the power 1.7, so that one hafnium atom scatters

(72/8)^1.7 = 9^1.7 ≈ 42

times as strongly as one oxygen atom, and oxygen is therefore hidden.

The arithmetic is right, but the "therefore" is not. An exponent summarizes scattering and does not cause it. The number 42 compares atoms, while the image shows columns. And a faint column standing apart from a bright one can still be seen, if the image is sharp enough and enough electrons are counted. A model with three parts, namely an atom, a square of columns and a count of electrons, shows what does the hiding.

**What one atom sends to the detector**

Let a fast electron change its wave vector by q, with q = 2k sin(θ/2), where k = 2π/λ and θ is the scattering angle. In the first Born approximation the amplitude is the Fourier transform of the electron's potential energy U = −eΦ:

f(q) = −(γmₑ/2πħ²) ∫ U(r) exp(−iq·r) d³r = (γmₑe/2πħ²) Φ(q).

Here e is the positive elementary charge, and the Lorentz factor γ accounts for the beam's relativistic mass. The atom's charge density is e[Zδ(r) − n(r)], where n is its electron density. Poisson's equation, ∇²Φ = −(charge density)/ε₀, becomes in Fourier space

q²Φ(q) = (e/ε₀)[Z − fₓ(q)],

where fₓ is the Fourier transform of n. We insert this into f and use a₀ = 4πε₀ħ²/(mₑe²), which gives mₑe²/(ε₀ħ²) = 4π/a₀. The factor 4π/(2π) leaves 2:

f(q) = 2γ[Z − fₓ(q)]/(a₀q²).

The nucleus contributes Z and the electrons subtract fₓ. At small q the electrons cancel most of the nuclear charge. At large q the density no longer contributes coherently, fₓ falls, and the nucleus is laid bare. An annular detector between θ₁ and θ₂ collects the cross-section

σ = 2π ∫ |f|² sin θ dθ, from θ₁ to θ₂.

If fₓ were zero, everything except Z² would cancel in the ratio R = σ_Hf/σ_O, and R would be 9² = 81. With screening, let S = 1 − fₓ/Z be the unscreened fraction of the nuclear charge. Then

R = 81 ⟨S_Hf²⟩/⟨S_O²⟩,

where both averages run over the detector with the same weight, sin θ/q⁴. Everything that separates R from 81 is the difference in screening between the two atoms.

Take a 200 kV beam and a detector from 80 to 200 mrad. At the inner edge q = 200 nm⁻¹, so the scattering probes lengths of about 1/q = 5 pm. The densities come from self-consistent free atoms with local exchange and a scalar-relativistic kinetic energy (the zeroth-order regular approximation). They give Z − fₓ = 55.8 for hafnium and 7.08 for oxygen, or S = 0.775 and 0.885. The ratio at this one angle is

(55.8/7.08)² ≈ 62,

and over the whole detector it is R = 65. As a test of the formula for f, the Born integral was also taken directly over the atomic potential at q = 100 and 200 nm⁻¹; it agreed within 1 % for both atoms.

**Where an exponent comes from**

A simple screened atom shows why a power of Z below 2 appears. Let its potential be that of a nucleus damped by exp(−κr). The Fourier transform of exp(−κr)/r is 4π/(q² + κ²), so that

f = 2γZ/[a₀(q² + κ²)].

In the Thomas–Fermi picture the screening length shrinks as Z^(−1/3), so κ = Z^(1/3)/(0.885a₀) and κ² is proportional to Z^(2/3). Hence dκ²/d ln Z = (2/3)κ². The local exponent at fixed q is

n = d ln f²/d ln Z = 2 − 2·(2/3)κ²/(q² + κ²) = 2 − (4/3)κ²/(q² + κ²).

For q much larger than κ the exponent tends to 2, the value for a bare nucleus. For q much smaller than κ it tends to 2/3. In between it takes every value, including 1.7, which requires κ²/(q² + κ²) = 0.225, or q ≈ 1.9κ. Since κ depends on Z, two elements do not reach 1.7 at the same angle. An exponent quoted for a pair is an average of n over ln Z between them.

For the pair hafnium and oxygen this effective exponent is ln R/ln 9. With the outer angle held at 200 mrad, the self-consistent atoms give:

inner angle 40 mrad: R = 56, exponent 1.83
inner angle 60 mrad: R = 63, exponent 1.88
inner angle 80 mrad: R = 65, exponent 1.90
inner angle 120 mrad: R = 68, exponent 1.92

The exponential model gives 1.93 for the 80 mrad detector, so it captures the main effect. In this Born calculation R comes down to 42 when the inner angle is 23.5 mrad. That lies inside the 25 mrad cone of the probe used below, where the detector would catch part of the unscattered beam. That angle, however, belongs to the Born values only.

The Born approximation is itself strained for hafnium. If the atom is treated as a phase grating, which keeps all powers of the projected potential, the cross-section is 0.778 of the Born value for hafnium and 0.990 for oxygen. The ratio becomes

65.1 × 0.778/0.990 ≈ 51,

with an effective exponent of ln 51/ln 9 ≈ 1.8. In this picture R comes down to 42 at an inner angle near 41 mrad, outside the probe cone, so 1.7 is a fair exponent for a detector that starts at about half the angle chosen here. By comparison, a nonrelativistic hafnium density shifts the Born ratio only from 65 to 66. For this detector, then, a ratio between 50 and 65 is a fair statement of what the two scattering models give. Neither value is an exact reference: the atoms are free and neutral, and inelastic scattering is left out.

**From atoms to columns**

Let the crystal be the cubic fluorite parent of hafnia, with a rough cell length a = 0.508 nm, viewed along [001]. Hafnium occupies the corners and face centres of the cube. Projected along the beam, its four atoms per cell fall on four different columns, so each column holds one hafnium atom per length a. The eight oxygen atoms sit at the points whose coordinates are all a/4 or 3a/4. They also project onto four columns, but with two atoms per length a in each.

If intensities simply add, the ratio of column intensities is therefore R/2 ≈ 33 and not 65. The per-atom number overstates the contrast of this view by a factor of two, whatever the exponent.

The hafnium columns form a square net of spacing a/2, and each oxygen column stands at the centre of a square. Its distance from the four nearest hafnium columns is half the diagonal of that square:

d = √2 a/4 = 0.180 nm.

**When a faint column makes its own maximum**

Let the image be a sum of Gaussian spots exp(−ρ²/2s²), where ρ is the distance from a column. The width s stands for the probe, its source size and the thermal motion together. This is the incoherent picture: each column adds intensity in proportion to its atoms, and the probe does not change on its way through the crystal. Measure intensity in units of one oxygen atom, so that an oxygen column has weight 2 and a hafnium column weight R.

By the fourfold symmetry about an oxygen column, the slope there is zero and the curvature is the same in every direction. The sign of the Laplacian then decides between a maximum and a minimum. For one spot in two dimensions

∇² exp(−ρ²/2s²) = (ρ²/s⁴ − 2/s²) exp(−ρ²/2s²).

The oxygen column itself has ρ = 0 and weight 2, and contributes −4/s². For the four hafnium neighbours put u = d²/(2s²), so that d²/s⁴ = 2u/s². They contribute

4R(2u − 2)exp(−u)/s² = 8R(u − 1)exp(−u)/s².

The sum is negative, and oxygen has its own maximum, when

2R(u − 1)exp(−u) < 1.

The function (u − 1)exp(−u) has the derivative (2 − u)exp(−u), so it falls steadily for u > 2. On that branch, where more distant columns matter little, a sharper image (larger u) favours oxygen. The full width at half maximum is w = 2√(2 ln 2) s. With s = d/√(2u) this is

w = 2d √(ln 2/u).

For R = 65 the condition becomes an equality at u ≈ 6.6, which gives a threshold width of 0.117 nm. A narrower kernel shows oxygen and a wider one hides it. For R = 42 the threshold is 0.122 nm, and for R = 81 it is 0.114 nm. A sum over many columns, used as a test for these three ratios, reproduced the thresholds within 1 %.

So the ratio nearly doubles and the threshold moves by about 6 %. The reason follows from the logarithm of the equality, ln(2R) + ln(u − 1) − u = 0. Its differential is

dR/R = du − du/(u − 1) = [(u − 2)/(u − 1)] du.

Since w is proportional to u^(−1/2), dw/w = −du/(2u), and therefore

dw/w = −{(u − 1)/[2u(u − 2)]} dR/R.

At u = 6.6 the factor in braces is 0.09. A 10 % error in R shifts the threshold by about 0.9 %. The tail of a Gaussian falls so steeply that a small change of width makes up for a large change of brightness. With a Gaussian kernel it therefore matters little whether the exponent is 1.7 or 1.9, though a kernel with longer tails can lower the threshold and make it depend more strongly on R. It matters a good deal whether the effective width is 0.10 or 0.13 nm.

Those two widths show it with R fixed at 65. At 0.10 nm the curvature at the oxygen site is −1.9 × 10³ nm⁻², in units where one oxygen atom has peak height 1, and oxygen is a maximum. At 0.13 nm it is +2.4 × 10³ nm⁻², and the site is a minimum. The same ratio thus allows both outcomes. In the sharper image the oxygen site has 3.1 % of the hafnium peak intensity, while the hafnium tails alone would give 0.05 % of that peak. The spot is faint, but in this model it is almost pure oxygen.

**The opposite limit: a very blurred image**

The threshold might suggest that brightness plays no part. A very wide kernel corrects this. Both kinds of column form square nets of period b = a/2, displaced from each other by (b/2, b/2). A Gaussian kernel damps a Fourier component with integer indices (m₁, m₂) by exp[−2π²s²(m₁² + m₂²)/b²], so for large s the four lowest components dominate. The displacement gives the oxygen part of each the phase factor exp(−iπ) = −1. Apart from a constant, the image is

A(R − 2)[cos(2πx/b) + cos(2πy/b)], with A > 0.

At the oxygen site both cosines are −1. The site is a minimum if R > 2 and a maximum if R < 2. The number 2 is the count of oxygen atoms per hafnium atom in the columns. In a strongly blurred image the heavier column wins as soon as it is brighter at all, and a ratio of 3 hides oxygen as surely as a ratio of 42. The lattice sum at a width of 0.30 nm bears this out: oxygen is a maximum for R = 1.5 and a minimum for R = 3. Contrast is needed for hiding in this limit, but its large size is not.

**What the crystal does to the probe**

The incoherent picture assumes an unchanged probe. To size the error, the beam was carried through the crystal slice by slice (a multislice calculation), with random thermal displacements of 0.007 nm rms along each transverse axis. The probe had a 25 mrad semi-angle, no aberrations and no source size, and it was focused on the entrance surface. It was placed on a hafnium column, on an oxygen column, and on the same oxygen site in a crystal from which all oxygen had been removed. The grid keeps scattering angles only up to about 210 mrad. On it a single hafnium atom gives about 0.93 of the Born cross-section instead of 0.78, so the hafnium signals below, including the hafnium background at the oxygen site, are probably somewhat too high.

For a thickness of 2.0 nm the detector receives 13.5 %, 0.52 % and 0.10 % of the beam. A linear estimate multiplies the peak density of the ideal probe, 312 nm⁻², by the Born cross-section and the number of atoms. For the four hafnium atoms it gives

312 nm⁻² × 1.038 × 10⁻⁴ nm² × 4 ≈ 13.0 %,

and for the eight oxygen atoms 0.40 %. The oxygen excess, 0.52 − 0.10 = 0.42 %, is close to this. The close agreement for hafnium is a coincidence. The 13.5 % is a mean over only two sets of thermal displacements, and single sets scatter widely, roughly from 10 to 22 %. Averaged over many sets the signal is nearer 16 %. The first atom scatters slightly below the linear estimate, but the four together give about 1.25 times that estimate, probably because the column acts as a lens that draws the probe onto itself. The hafnium signal at this thickness is therefore uncertain by some tens of per cent.

For 8.1 nm the three fractions are 27.1 %, 1.67 % and 1.06 %. Hafnium now gives only a little more than half of its linear estimate of 51.8 %. The total at the oxygen site is close to the linear oxygen estimate of 1.59 %, but this agreement is accidental: 63 % of that signal remains when there is no oxygen at all. It can come only from hafnium, since nothing else is left in the crystal. While the thickness grew fourfold, this background grew tenfold. The geometry of the probe suggests why: at a depth of 8.1 nm the edge of a 25 mrad cone lies 0.025 × 8.1 nm ≈ 0.20 nm from the axis, beyond the nearest hafnium columns at 0.180 nm.

The brightness ratio of the two sites is now 16, well below the 33 of the linear column model. A smaller ratio here does not mean that oxygen is easier to see. It is smaller because hafnium lights up the oxygen site. Against the oxygen excess alone, the hafnium signal is 27.1/0.61 ≈ 44 times as strong, which is more than the linear model gives.

**Counting the electrons**

Let N electrons fall on one image point, and let F and F₀ be the detected fractions at the oxygen site with and without oxygen. The count has mean NF and, for independent arrivals, variance NF. The excess due to the presence of oxygen is N(F − F₀). Against a known background the signal-to-noise ratio is therefore

N(F − F₀)/√(NF) = √N (F − F₀)/√F.

A current of 20 pA and a dwell time of 2 µs, both rough values for a fast scan, deliver

N = (20 × 10⁻¹² A × 2 × 10⁻⁶ s)/(1.602 × 10⁻¹⁹ C) ≈ 250 electrons.

At 8.1 nm the detector counts about 68 of them on hafnium and 4.2 on the oxygen site, of which 1.5 are the excess. The signal-to-noise ratio, with one more digit kept in the counts, is 1.53/√4.17 ≈ 0.75, so a single point of such a scan does not reveal oxygen. Because the ratio grows as √N, a value of 5 takes a dwell time longer by (5/0.75)², or about 90 µs.

That time is uncertain. The two sets of thermal displacements gave excesses of 0.76 % and 0.46 %. With F held at its mean, the dwell time scales as the inverse square of the excess and runs from about 60 to 160 µs. Many short scans, or many equivalent columns averaged together, can supply the same number of electrons.

How much of this is hafnium's doing? Suppose the background vanished while the excess stayed the same. The signal-to-noise ratio would be √1.5 ≈ 1.2, still too low. The excess itself is only about 0.4 of the linear estimate of 1.59 %, but that shortfall need not be due to hafnium. The linear estimate keeps the peak density of the focus at every depth. Even in empty space the density on the axis falls with the depth z as (sin x/x)², where x = πα²z/(2λ) and α = 25 mrad. It reaches zero near 8 nm, and its mean over the thickness is about 0.45 of the peak. But even the full linear estimate would give only 250 × 0.0159 ≈ 4 electrons and a ratio of √4 = 2. At this dose oxygen is lost first because it sends few electrons to large angles in absolute terms, and the linear estimate that shows this contains σ_O but not R. The hafnium background then makes matters worse, and raises the required dwell time by F/(F − F₀) ≈ 2.7.

There is a third way to lose oxygen, even without noise. If a linear grey scale of 256 levels runs from zero to the hafnium peak, the excess occupies 255 × 0.61/27.1 ≈ 6 levels. Here the brightness ratio does act directly, and a different display scale undoes it.

**Beside a real capacitor**

Ferroelectric hafnia films in capacitors are roughly 10 nm thick, but the length that counts here is the thickness of the lamella along the beam. The 8 nm assumed is thin for a lamella, and the calculation does not extend to thicker ones. Between 2.0 and 8.1 nm the hafnium share of the oxygen-site signal rose from 20 to 63 %, which shows the direction for a probe focused on the entrance surface. A real probe also has a finite source. A Gaussian of width 0.10 nm has the peak density 4 ln 2/(πw²) ≈ 88 nm⁻², a factor of 3.5 below the ideal probe, and in the linear model the oxygen signal falls by the same factor. This lengthens the required dwell time. Focusing the probe inside the crystal works the other way: with the focus at half depth, one set of thermal displacements gave about twice the oxygen excess and a dwell time near 20 µs. The 90 µs therefore belongs to the chosen focus and is not a lower bound. Finally, the polar phase is not cubic. Its oxygen columns are displaced, the fourfold symmetry is lost, and the curvature condition no longer holds as written. For a uniform change of scale the threshold width is proportional to d, so distances shorter by 10 % would lower it from 0.117 to about 0.105 nm.

For the simulation this separates two uses. If it serves to locate hafnium columns in a fast scan, the direct oxygen signal is small, about 2 to 3 % of the hafnium peak in the runs focused on the entrance surface, and leaving it out can be defended once the effect on the fitted positions has been checked. If it is to decide whether oxygen could be seen, oxygen must stay in, and the effort belongs in the shape and focus of the probe, the thickness and the dose before it goes into the second digit of an exponent. The main values are in the numerical output below.

Table of computed values

```
Beam: 200 kV, wavelength 2.5079 pm, gamma 1.3914
Convergence 25 mrad, detector 80-200 mrad
Power law (72/8)^1.7 = 41.90; unscreened (72/8)^2 = 81
q at inner edge: 200.4 1/nm
Hf: Z-fx at inner edge 55.81, fraction of Z 0.775
O: Z-fx at inner edge 7.08, fraction of Z 0.885
sigma Hf 1.038e-04 nm^2, sigma O 1.593e-06 nm^2
Inner angle 40 mrad: ratio R 55.6, exponent 1.829
Inner angle 60 mrad: ratio R 62.8, exponent 1.884
Inner angle 80 mrad: ratio R 65.1, exponent 1.901
Inner angle 120 mrad: ratio R 68.1, exponent 1.921
Inner angle where R equals the power-law value: 23.5 mrad
Exponent of screened-Coulomb model, same detector: 1.928
R with nonrelativistic Hf density: 66.3
Phase-grating/Born cross-section: Hf 0.778, O 0.990
Cell 0.508 nm, projected Hf-O distance 0.1796 nm
Linear column ratio R/2: 32.6
Threshold kernel FWHM for R = 41.9: 0.1216 nm
Threshold kernel FWHM for R = 65.1: 0.1165 nm
Threshold kernel FWHM for R = 81.0: 0.1142 nm
Kernel 0.10 nm: O site/Hf peak 3.12 %, Hf tails alone 0.05 %
Curvature at O site (O atom peak = 1): FWHM 0.10 nm -1918, 0.13 nm 2381 1/nm^2
Thermal rms displacement per axis: 0.007 nm
Ideal probe peak density: 312.2 1/nm^2
Multislice, thickness 2.03 nm, detected fraction of beam:
  on Hf 13.49 %, on O 0.522 %, O site without oxygen 0.103 %
  linear estimate: Hf column 12.96 %, O column 0.398 %
  Hf site/O site brightness 25.83
Multislice, thickness 8.13 nm, detected fraction of beam:
  on Hf 27.12 %, on O 1.672 %, O site without oxygen 1.060 %
  linear estimate: Hf column 51.84 %, O column 1.592 %
  Hf site/O site brightness 16.22
Oxygen excess at full thickness, two phonon runs: 0.761 %, 0.462 %
Current 20 pA, dwell 2.0 us: 250 electrons
Counts per pixel: Hf 67.7, O site 4.17, oxygen excess 1.53
Signal-to-noise of oxygen excess: 0.75
Dwell time for signal-to-noise 5: 89.5 us
```
